# Temperature rise of a nanometre-sized hot disc on silica

## 1. A hemisphere first

Let a hot hemisphere of radius \(a\) be sunk into the flat face of a large solid of conductivity \(k\). It delivers a steady power \(P\) to the solid, and the rest of the face passes no heat. Let \(T\) be the rise above the ambient temperature far away. By symmetry \(T\) depends on the distance \(\rho\) from the centre alone, and the same power crosses every hemisphere of area \(2\pi\rho^2\):

\[
P=-k\,2\pi\rho^2\frac{dT}{d\rho}
\quad\Rightarrow\quad
T(\rho)=\int_\rho^\infty\frac{P}{2\pi k\rho'^2}\,d\rho'=\frac{P}{2\pi k\rho}.
\]

The heater therefore rises by \(P/(2\pi ka)\). The rise is finite although the solid is infinite, because the area open to the heat grows as \(\rho^2\). Most of the thermal resistance lies within a few radii of the heater.

A breakdown spot in a gate stack is better pictured as a flat disc. With \(a\) as the sole length, Fourier's law still requires \(\Delta T=cP/(ka)\), and the shape changes just the number \(c\). The assumptions are:

- the disc, of radius \(a\), has one temperature;
- all of \(P\) enters the silica, which fills \(z>0\);
- the face outside the disc is adiabatic;
- conduction is steady, with constant \(k\).

## 2. The disc on a half-space

Use coordinates whose surfaces start as the flat disc and become hemispheres far away:

\[
r=a\sqrt{1+\zeta^2}\sqrt{1-\eta^2},\qquad z=a\zeta\eta,
\qquad \zeta\ge0,\quad 0\le\eta\le1 .
\]

The disc is \(\zeta=0\), where \(z=0\) and \(r\le a\). The free face is \(\eta=0\), where \(z=0\) and \(r\ge a\).

The length per unit \(\zeta\), called \(h_\zeta\), follows from

\[
h_\zeta^2=\left(\frac{\partial r}{\partial\zeta}\right)^2+\left(\frac{\partial z}{\partial\zeta}\right)^2
=a^2\left[\frac{\zeta^2(1-\eta^2)}{1+\zeta^2}+\eta^2\right]
=a^2\frac{\zeta^2+\eta^2}{1+\zeta^2}.
\]

Likewise

\[
h_\eta^2=a^2\left[\frac{(1+\zeta^2)\eta^2}{1-\eta^2}+\zeta^2\right]
=a^2\frac{\zeta^2+\eta^2}{1-\eta^2}.
\]

The coordinates are orthogonal, since

\[
\frac{\partial r}{\partial\zeta}\frac{\partial r}{\partial\eta}
+\frac{\partial z}{\partial\zeta}\frac{\partial z}{\partial\eta}
=-a^2\zeta\eta+a^2\zeta\eta=0 .
\]

Try a temperature that depends on \(\zeta\) alone. The heat crossing the patch \(d\eta\,d\varphi\) of a surface of constant \(\zeta\) is the flux density \(-kT'(\zeta)/h_\zeta\) times the area \(h_\eta r\,d\eta\,d\varphi\). Because

\[
\frac{h_\eta r}{h_\zeta}
=\frac{\sqrt{1+\zeta^2}}{\sqrt{1-\eta^2}}\;a\sqrt{1+\zeta^2}\sqrt{1-\eta^2}
=a(1+\zeta^2),
\]

this heat does not depend on \(\eta\). Heat is conserved in each tube if \((1+\zeta^2)T'\) is constant. Integrating over \(0<\eta<1\) and \(0<\varphi<2\pi\) fixes the constant:

\[
P=-2\pi ka(1+\zeta^2)T'(\zeta).
\]

With \(T\to0\) as \(\zeta\to\infty\),

\[
T(\zeta)=\frac{P}{2\pi ka}\int_\zeta^\infty\frac{d\zeta'}{1+\zeta'^2}
=\frac{P}{2\pi ka}\left(\frac{\pi}{2}-\arctan\zeta\right).
\]

At the disc \(\zeta=0\), so

\[
\boxed{\Delta T=\frac{P}{4ka}}
\]

The trial form meets every condition. The disc has one temperature, and on the free face the gradient points along \(\zeta\), which lies in the face. The solution is also unique. Let \(u\) be the difference of two solutions with the same \(P\). It is constant on the disc and carries no net power, so the boundary term in \(\int k|\nabla u|^2dV\) vanishes there. It vanishes on the free face because the flux is zero, and far away because \(u|\nabla u|\) falls at least as fast as \(\rho^{-3}\) while the area grows as \(\rho^2\). Hence \(u\) is constant, and its value at infinity is zero.

The flux density at the disc follows from \(h_\zeta=a\eta\) and \(\eta=\sqrt{1-r^2/a^2}\) at \(\zeta=0\):

\[
q_0(r)=-\frac{kT'(0)}{a\eta}=\frac{P}{2\pi a\sqrt{a^2-r^2}} .
\]

Heat crowds towards the rim, where it can spread sideways. The singularity is integrable.

For \(P=1\ \mu\mathrm W\), \(a=1\) nm and \(k=1.4\) W/(m K),

\[
\Delta T=\frac{10^{-6}}{4(1.4)(10^{-9})}\ \mathrm K=178.6\ \mathrm K\approx180\ \mathrm K.
\]

As an independent test, the disc was cut into 200 rings of unknown flux, and the fluxes were found by requiring equal temperature on all rings. This gave \(c=0.25\), in agreement with the formula.

On the axis \(\eta=1\) and \(\zeta=z/a\). The rise is halved at \(z=a\), to 89 K, and is 22 K at a depth of 5 nm. The hot region is thus about as small as the disc itself.

## 3. First correction for a finite layer

Now let the silica end at depth \(h\) on an ideal heat sink, \(T=0\) at \(z=h\). Take \(h\gg a\).

By Section 1, a surface element that emits power \(q\,dA'\) produces \(q\,dA'/(2\pi ks)\) at distance \(s\) along the face. The sink is represented by copies of the source at \(z=2nh\), with sign \((-1)^n\) and \(n=\pm1,\pm2,\dots\). Copies \(n\) and \(1-n\) cancel at \(z=h\), and copies \(n\) and \(-n\) keep the free face adiabatic. Together the copies add, per unit power,

\[
W(s)=\frac{1}{\pi k}\sum_{n=1}^{\infty}\frac{(-1)^n}{\sqrt{s^2+4n^2h^2}} .
\]

The flux \(q\) in the layer may differ from \(q_0\), but its total is still \(P\). The disc temperature is

\[
\Delta T_h=\int\frac{q(\mathbf x')}{2\pi k|\mathbf x-\mathbf x'|}dA'
+\int W(|\mathbf x-\mathbf x'|)\,q(\mathbf x')\,dA'
\]

at every point \(\mathbf x\) of the disc. Multiply by \(q_0(\mathbf x)/P\) and integrate over the disc. The left side is unchanged because \(\int q_0\,dA=P\). In the first term, integrate over \(\mathbf x\) first: \(q_0\) produces the uniform rise \(P/(4ka)\), and the remaining integral of \(q/P\) is one. Therefore

\[
\Delta T_h=\frac{P}{4ka}+\frac1P\iint q_0(\mathbf x)\,W\,q(\mathbf x')\,dA\,dA'.
\]

For \(s\le2a\ll h\), expand the root:

\[
\frac{1}{\sqrt{s^2+4n^2h^2}}=\frac{1}{2nh}-\frac{s^2}{16n^3h^3}+\cdots .
\]

Since \(\sum_{n\ge1}(-1)^n/n=-\ln2\),

\[
W=-\frac{\ln2}{2\pi kh}+\frac{s^2}{16\pi kh^3}\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^3}+\cdots .
\]

The first term is constant over the disc, so the double integral gives \(P^2\) times it, whatever the form of \(q\). Hence

\[
\boxed{\Delta T_h=\frac{P}{4ka}\left[1-\frac{2\ln2}{\pi}\frac ah+O\!\left(\frac{a^3}{h^3}\right)\right]}
\]

There is no term in \(a^2/h^2\). The next term is positive, because its alternating sum starts with 1 and its terms decrease in size. The first correction therefore cools a little too much when \(h/a\) is large but finite.

For \(h=10\) nm the correction is \(-7.88\) K, which gives \(178.6-7.9=170.7\) K. The full numerical solution is also 170.7 K. The correction scales as \(1/h\), so thinner layers show where the expansion wears out:

- at 2 nm it gives \(178.6-39.4=139.2\) K, against 141.1 K numerically;
- at 1 nm it gives \(178.6-78.8=99.8\) K, against 111.9 K numerically.

Both differences have the sign of the next term, though at \(h=a\) the expansion is outside its regime.

In the opposite limit, \(h\ll a\), heat runs straight down except in a rim strip of width about \(h\). The leading result is that of a slab,

\[
\Delta T_h\simeq\frac{Ph}{\pi ka^2},
\]

with a relative correction of order \(h/a\), the strip's share of the disc area. The rise is then set by the layer thickness and no longer by spreading.

## 4. First correction for variable conductivity

Return to the half-space and let

\[
k(T_{\rm abs})=k_r[1+\beta(T_{\rm abs}-T_r)],
\]

where \(T_{\rm abs}\) is the absolute temperature, \(T_r=300\) K and \(k_r=1.4\) W/(m K). Define \(\Theta=\int_{T_0}^{T_{\rm abs}}k\,dT'\), with \(T_0\) the ambient temperature. Then \(\nabla\Theta=k\nabla T_{\rm abs}\), so \(\Theta\) obeys Laplace's equation with the former boundary conditions, and \(\Theta=P/(4a)\) on the disc. For \(T_0=T_r\),

\[
k_r\Delta T+\tfrac12k_r\beta(\Delta T)^2=\frac{P}{4a}.
\]

Write \(\Delta T_0=P/(4k_ra)\). Then \(\Delta T=\Delta T_0-\tfrac12\beta(\Delta T)^2\). Replacing \(\Delta T\) by \(\Delta T_0\) in the small term gives

\[
\Delta T=\Delta T_0\left[1-\tfrac12\beta\Delta T_0+O(\beta^2\Delta T_0^2)\right].
\]

With the rough value \(\beta=10^{-3}\ \mathrm K^{-1}\), this is \(178.6(1-0.089)=163\) K. The full quadratic gives 165 K. At an ambient temperature of 398 K the silica already conducts better, and the rise is 152 K.

## 5. How much the isothermal condition matters

Suppose instead that the flux is uniform, \(q=P/(\pi a^2)\). The central rise is

\[
T_c=\int_0^a\frac{q\,2\pi r\,dr}{2\pi kr}=\frac{qa}{k}=\frac{P}{\pi ka}.
\]

For the mean, build the disc from rings. At the edge of a uniform disc of radius \(b\), the chords have length \(2b\cos\varphi\), so the edge rise is

\[
\frac{q}{2\pi k}\int_{-\pi/2}^{\pi/2}2b\cos\varphi\,d\varphi=\frac{2qb}{\pi k}.
\]

The integral \(\int qT\,dA\) counts each pair of elements twice, while adding rings outwards counts it once. Thus

\[
\int qT\,dA=2\int_0^a q\,\frac{2qb}{\pi k}\,2\pi b\,db=\frac{8q^2a^3}{3k}.
\]

Dividing by \(q\pi a^2\) gives the mean rise

\[
\bar T=\frac{8qa}{3\pi k}=\frac{8P}{3\pi^2ka}.
\]

In the example \(T_c=227\) K and \(\bar T=193\) K. The mean is 8% and the centre 27% above the isothermal value, so replacing one temperature by uniform flux changes the estimate only moderately. The same power spread uniformly over a smaller concentric disc would give a higher peak, since \(T_c\) is inversely proportional to the radius.

## 6. Interfaces and carriers

The 180 K is the rise of the silica surface. If the heat comes from a separate body through an interface of conductance \(G\) per area, that body is hotter. When \(k/(Ga)\gg1\), the interface makes the flux nearly uniform, and

\[
\Delta T_{\rm heater}\simeq\frac{P}{\pi a^2G}+\frac{8P}{3\pi^2ka}.
\]

For a rough \(G=100\) MW/(m² K), \(k/(Ga)=14\). The two terms are 3183 K and 193 K, and their sum is 3376 K. The interface, not the silica, would then control the heater temperature. A linear model with fixed properties cannot be trusted at such a rise; the number shows that this heater could not pass 1 µW through this contact and stay near 180 K.

Fourier's law also needs carriers that scatter within a distance small compared with \(a\). In a grey model, carriers of speed \(v\), free path \(l\) and heat capacity \(C\) per volume travel in all directions. A carrier moving at angle \(\theta\) to the gradient brings energy from a distance \(l\cos\theta\) and has velocity component \(v\cos\theta\). Since the average of \(\cos^2\theta\) over directions is \(1/3\), \(k=Cvl/3\). The one-way heat flow through a surface, per area and per kelvin, is

\[
G_c=Cv\int_0^{\pi/2}\cos\theta\,\frac{\sin\theta}{2}\,d\theta=\frac{Cv}{4}.
\]

With rough silica values, \(l=3k/(Cv)=0.63\) nm, so \(l/a=0.63\) is not small. Using \(G_c\) as the interface conductance adds a drop of about 191 K, slightly more than the main result. The contact also makes the flux more even, which raises the mean rise of the silica surface from 179 K to about 191 K. The estimated heater rise is therefore 382 K. Adding the two resistances only interpolates between diffusive and ballistic flow, so the sum is rough. It shows the scale on which Fourier's law fails but does not replace a transport calculation. Vibrations in a glass are only crudely described by one free path. A measured \(G\) can already contain part of the carrier limit, so simply adding the two drops may count that part twice.

## 7. Approach to the steady state

Let \(D=k/C\). Heat \(Q\) released at a point of the face gives, at that point after time \(t\), the rise \(2Q/[C(4\pi Dt)^{3/2}]\); the factor 2 comes from the adiabatic face. For \(Dt\gg a^2\) the disc acts as a point. What a steady source still lacks at time \(t\) is the contribution of all later delays:

\[
\delta T=\int_t^\infty\frac{2P\,dt'}{C(4\pi Dt')^{3/2}}
=\frac{4P}{C(4\pi D)^{3/2}\sqrt t}
=\frac{P}{2\pi^{3/2}k\sqrt{Dt}} .
\]

Relative to \(P/(4ka)\), the deficit is \(2a/(\pi^{3/2}\sqrt{Dt})\). The diffusion time \(a^2/D\) is 1.2 ps, but the slow \(t^{-1/2}\) tail delays arrival within 1% of the steady rise to 1.5 ns. A current lasting much longer than this may be treated as steady in the half-space model.

## 8. The gate stack and its lifetime

The example corresponds to 1 µA at 1 V, a plausible rough scale for a small leakage path after soft breakdown. It assumes that all of this power becomes heat at the disc. In so short a path, carriers may instead release much of their energy inside the electrode, over a larger volume, and the local rise is then smaller. The conductivity is typical of bulk silica near room temperature, and a radius of 1 nm is a rough size for a narrow path. The half-space is a poor picture of a thin layer: the silica under a high-k film can be about 1 nm thick, and it lies on silicon. With silicon as an ideal sink, that alone lowers the rise from 179 K to 112 K. This is a lower limit for the layer model, because a real interface between silica and silicon adds resistance. With a rough conductance of 500 MW/(m² K), the interface resists as much per area as \(k/G=2.8\) nm of silica, more than the layer itself. The rise then returns to about 174 K, so nearly all of the cooling is lost. This is more than the 158 K of a 3.8 nm layer on an ideal sink, because an interface adds resistance without adding room for sideways spreading. The outcome is sensitive to the rough conductance: 1000 MW/(m² K) gives 153 K, while 250 MW/(m² K) gives 201 K, above the half-space value. Real stacks also break the assumption that all heat enters the silica. If a second half-space of conductivity \(k_2\) touches the back of the disc, the same field \(T(\zeta)\) fits both sides, the powers add, and

\[
\Delta T=\frac{P}{4a(k+k_2)}.
\]

A hafnia-like backing with a rough \(k_2=1\) W/(m K) gives 104 K, and a silicon-like one with 100 W/(m K) gives 2.5 K. The last value is too optimistic for a 1 nm contact, since heat carriers in silicon have free paths much longer than that. How much of the rise a silicon electrode would really remove needs a transport calculation.

For lifetime, suppose that defects form at a rate proportional to \(\exp(-E/k_BT_{\rm abs})\), with fixed field and an assumed \(E=0.5\) eV. Heating from \(T_0\) to \(T_0+\Delta T\) multiplies the rate by

\[
\exp\left[\frac{E}{k_B}\left(\frac1{T_0}-\frac1{T_0+\Delta T}\right)\right].
\]

From 300 K with the 179 K rise, which assumes constant conductivity, the factor is about 1400. With the variable conductivity of Section 4 the rise is 165 K and the factor about 960. From 398 K the same variable conductivity gives a rise of 152 K and a factor of about 56. These factors rest on the half-space Fourier rise. The estimates above for other stacks and for the carrier limit range from a few kelvin to several hundred, and the factor depends exponentially on the rise, so the numbers illustrate a sensitivity and are not predictions for a device. They apply at the disc itself, and not to the whole gate. They fall quickly with distance: in the first case, at a depth of 1 nm on the axis, the rise is 89 K and the factor is about 84. They describe how damage may grow once a path conducts; they say nothing about the time to the first breakdown, before this local heating exists.

The numerical output lists the input values with their units, except the rough conductance of 500 MW/(m² K) used above for the interface between silica and silicon.

## Values computed for the example and the checks

```
Power: 1 uW
Voltage: 1 V
Current: 1 uA
Disc radius: 1 nm
Silica conductivity: 1.4 W/(m K)
Coefficient c, formula: 0.25 (dimensionless)
Coefficient c, integral equation: 0.25 (dimensionless)
Thermal resistance: 178.6 K/uW
Main temperature rise: 178.6 K
Rise from integral equation: 178.6 K
Mean heat flux: 3.18e+07 W/cm2
Rise at 1 nm depth on axis: 89.29 K
Rise at 5 nm depth on axis: 22.4 K
Uniform flux, mean rise: 193 K
Uniform flux, central rise: 227.4 K
Hafnia-like backing conductivity, rough: 1 W/(m K)
Rise with hafnia-like backing: 104 K
Silicon-like backing conductivity, rough: 100 W/(m K)
Rise with silicon-like backing: 2.47 K
Rise, 10 nm silica on ideal sink: 170.7 K
Rise, 2 nm silica on ideal sink: 141.1 K
Rise, 1 nm silica on ideal sink: 111.9 K
Image-law drop for 10 nm layer: 7.88 K
Relative conductivity slope, rough: 0.001 1/K
Room temperature: 300 K
Rise with variable conductivity, room: 165 K
Temperature of use: 398 K
Rise with variable conductivity, use: 152.1 K
Interface conductance, rough: 100 MW/(m2 K)
Interface temperature drop: 3183 K
Heater rise with interface: 3376 K
Mean silica surface rise with interface: 192.8 K
Silica density, rough: 2200 kg/m3
Silica specific heat, rough: 740 J/(kg K)
Carrier speed, rough: 4100 m/s
Grey carrier mean free path: 0.629 nm
Free path over disc radius: 0.629 (dimensionless)
Greatest carrier conductance: 1669 MW/(m2 K)
Carrier-limited extra drop: 191 K
Heater rise with carrier limit: 382 K
Diffusion time a^2/D: 1.16 ps
Time to within 1 percent of steady rise: 1.5 ns
Activation energy, assumed: 0.5 eV
Rate factor from room temperature, main rise: 1.36e+03 (dimensionless)
Rate factor from temperature of use, variable k: 56.3 (dimensionless)
```
